# Quadrature and spline errors for a model PAW projector's Fourier transform

## Problem

In the projector augmented-wave method the overlap of a projector with a plane wave is needed at every wave vector $\mathbf q$ of the basis, so its radial part is tabulated once and interpolated in $q=|\mathbf q|$. Hartree atomic units are used. The projector is $p(r)Y_{lm}(\hat{\mathbf r})$ with the model radial part

$$p(r)=N r^l\,(1-r^2/r_c^2)^n \quad (r<r_c),\qquad p(r)=0\quad (r\ge r_c),\qquad \int_0^{r_c}p^2r^2\,dr=1 .$$

A real projector is scaled by duality to its partial waves instead, which does not affect relative errors. Take $r_c=2$ bohr, $n=2$, $l=0,\dots,3$, and $q_{\max}=8$ bohr$^{-1}$, which is a cutoff $q_{\max}^2/2=32$ Ha $=870.8$ eV.

(a) Reduce the Fourier transform to a radial integral $F(q)$, find its behaviour at $q\to0$, and evaluate it in closed form for the model.

(b) Evaluate $F$ on the logarithmic grid $r_k=r_c e^{-(k+\alpha)\delta}$, $k=0,1,\dots$, $0\le\alpha<1$. Find the error of the trapezoid and Simpson rules and a safe way to compute the Bessel kernel.

(c) Derive rigorous and asymptotic errors of a cubic spline on $K$ intervals of width $h=q_{\max}/K$.

(d) Find the end condition at $q=0$ and the relative error of the spline as $q\to0$.

(e) Determine $h$ for an accuracy of $10^{-6}$, defined as $\max|F_{\rm spline}-F|\le10^{-6}F_{\max}$ on $0\le q\le q_{\max}$, with $F_{\max}=\max|F|$ and the quadrature error included.

## Solution

### (a) The radial transform

The spherical Bessel function is defined by $j_l(z)=(2i^l)^{-1}\int_{-1}^1e^{izx}P_l(x)\,dx$. Since $\int P_l^2dx=2/(2l+1)$ and $j_l$ is real, the Legendre coefficients of $e^{-izx}$ are $(2l+1)(-i)^lj_l(z)$. The addition theorem $(2l+1)P_l(\hat{\mathbf q}\cdot\hat{\mathbf r})=4\pi\sum_mY_{lm}(\hat{\mathbf q})Y^*_{lm}(\hat{\mathbf r})$ and the orthonormality of the $Y_{lm}$ then give

$$\int p\,Y_{lm}\,e^{-i\mathbf q\cdot\mathbf r}d^3r=4\pi(-i)^lF(q)\,Y_{lm}(\hat{\mathbf q}),\qquad F(q)=\int_0^{r_c}r^2p(r)\,j_l(qr)\,dr .$$

Insert Rodrigues' formula $P_l=(2^ll!)^{-1}d^l(x^2-1)^l/dx^l$ in the definition and integrate by parts $l$ times. The boundary terms vanish, the factors $(-iz)^l$ and $(x^2-1)^l$ combine to $(iz)^l(1-x^2)^l$, and only the cosine survives the even weight:

$$s_l(z)\equiv\frac{j_l(z)}{z^l}=\frac{1}{2^{l+1}l!}\int_{-1}^1\cos(zx)\,(1-x^2)^l\,dx .$$

Expanding the cosine requires $I_{k,l}=\int_{-1}^1x^{2k}(1-x^2)^ldx$. One integration by parts gives $I_{k,l}=\frac{2l}{2k+1}I_{k+1,l-1}$, and $I_{k+l,0}=2/(2k+2l+1)$, so $I_{k,l}=2^{l+1}l!\,(2k-1)!!/(2k+2l+1)!!$. With $(2k)!=2^kk!\,(2k-1)!!$,

$$s_l(z)=\sum_{k=0}^\infty\frac{(-z^2/2)^k}{k!\,(2l+2k+1)!!} .$$

Two identities follow term by term. Differentiating and shifting $k\to k+1$ gives $s_l'=-z\,s_{l+1}$. Differentiating $z^{2l+3}s_{l+1}$ brings down $2l+2k+3$, which cancels the top factor of the double factorial, so $(z^{2l+3}s_{l+1})'=z^{2l+2}s_l$. In terms of $j_l$ these read $j_l'=lj_l/z-j_{l+1}$ and $j_l'=j_{l-1}-(l+1)j_l/z$, and their difference is the recurrence $j_{l+1}=(2l+1)j_l/z-j_{l-1}$.

Writing $j_l(qr)=(qr)^ls_l(qr)$ separates the power of $q$:

$$F=q^lG(q),\qquad G=\int_0^{r_c}r^{l+2}p\,s_l(qr)\,dr,\qquad G'=-q\int_0^{r_c}r^{l+4}p\,s_{l+1}(qr)\,dr,$$

and $G(0)=\int r^{l+2}p\,dr/(2l+1)!!$. Because $r\le r_c$, the series converges uniformly under the integral for all $q$, so $G$ is even and entire. The full transform is $G$ times $q^lY_{lm}(\hat{\mathbf q})$, a polynomial in the Cartesian components of $\mathbf q$, and is smooth at $\mathbf q=0$ although $\hat{\mathbf q}$ is undefined there.

For the model set $r=r_cx$ and $Q=qr_c$, so that $G=Nr_c^{2l+3}T_{l,n}$ with $T_{l,n}=\int_0^1x^{2l+2}(1-x^2)^ns_l(Qx)\,dx$. The second identity gives $\frac{d}{dx}[x^{2l+3}s_{l+1}(Qx)]=x^{2l+2}s_l(Qx)$. Integration by parts for $n\ge1$ has no boundary term and yields $T_{l,n}=2n\,T_{l+1,n-1}$, while $T_{l,0}=s_{l+1}(Q)$. Hence

$$G(q)=N r_c^{2l+3}\,2^nn!\;s_L(qr_c),\qquad L=l+n+1 .$$

For $l=2$, $N=1.658110$ bohr$^{-7/2}$ and $G(0)=1.658110\cdot128\cdot8/10395=0.163339$ bohr$^{7/2}$.

### (b) Quadrature on the logarithmic grid

With $y=\ln(r/r_c)$ and $dr=r\,dy$, $F=\int_{-\infty}^0g\,dy$ with $g=r^3p\,j_l(qr)$, and the grid points $y_k=-(k+\alpha)\delta$ are equally spaced. The trapezoid rule is $T_\delta=\delta\sum_kg(y_k)$, with no end weights because $g$ vanishes at both ends. The Fourier series of the periodic comb, $\delta\sum_k\delta_D(y+(k+\alpha)\delta)=\sum_me^{2\pi im(y/\delta+\alpha)}$, gives

$$T_\delta-F=\sum_{m\ne0}e^{2\pi im\alpha}\int_{-\infty}^0g\,e^{i\omega_my}dy,\qquad\omega_m=2\pi m/\delta .$$

All derivatives of $g$ vanish at $-\infty$, so repeated integration by parts gives the asymptotic series $\sum_j(-1)^jg^{(j)}(0^-)/(i\omega_m)^{j+1}$. Define $B_k(\alpha)=-k!\sum_{m\neq0}e^{2\pi im\alpha}/(2\pi im)^k$. These functions obey $B_k'=kB_{k-1}$, have zero mean, and start from the sawtooth series $B_1=\alpha-\tfrac12$. Integrating upward gives the Bernoulli polynomials $B_2=\alpha^2-\alpha+\tfrac16$, $B_3=\alpha^3-\tfrac32\alpha^2+\tfrac12\alpha$ and $B_4=\alpha^2(1-\alpha)^2-\tfrac1{30}$. For $n=2$, $g$ and $g'$ vanish at $r_c$, so the shifted Euler–Maclaurin formula starts at $j=2$:

$$T_\delta-F=-\frac{\delta^3}{6}g''B_3(\alpha)+\frac{\delta^4}{24}g'''B_4(\alpha)+O(\delta^5).$$

For the derivatives at $r_c$ write $g=A\,\phi(y)(1-e^{2y})^2$ with $A=Nr_c^{l+3}$ and $\phi=e^{(l+3)y}j_l(Qe^y)$. Then $(1-e^{2y})^2=(2y+2y^2+\dots)^2=4y^2+8y^3+\dots$, $\phi(0)=j_l$ and $\phi'(0)=(l+3)j_l+Qj_l'$. The coefficient of $y^2$ is $4A\phi(0)$ and that of $y^3$ is $A[8\phi(0)+4\phi'(0)]$, so

$$g''=8Aj_l(Q),\qquad g'''=A\,[(120+24l)\,j_l(Q)+24Qj_l'(Q)] .$$

With $r_c$ on the grid, $\alpha=0$, $B_3(0)=0$ and the error is $-\delta^4g'''/720$. Simpson's rule is $(4T_\delta-T_{2\delta})/3$, as its weights $4\delta/3$ and $2\delta/3$ show, so its error is $\frac{4-16}{3}(-\delta^4g'''/720)=+\delta^4g'''/180$. It is four times larger and of opposite sign, because the $\delta^2$ term it is built to remove is already absent. With $r_c$ between grid points the trapezoid error drops to order $\delta^3$, except at $\alpha=\tfrac12$ where $B_3$ also vanishes. In the Simpson combination the sum $T_{2\delta}$ over even $k$ has offset $\alpha/2$, and $4B_3(\alpha)-8B_3(\alpha/2)=-3\alpha^2(1-\alpha)$, so with weight $2\delta/3$ at $k=0$ its leading error is $\delta^3g''\alpha^2(1-\alpha)/6$, of order $\delta^3$ for every $0<\alpha<1$. The $\delta^4$ term is not negligible at practical steps: in the example below with $\alpha=\tfrac14$ it changes the Simpson error from $-1.2\times10^{-7}$ to $-1.9\times10^{-7}$. The opposite parity of the weights gives a different $\delta^3$ coefficient.

For $l=2$, $q=3$ bohr$^{-1}$, $\delta=0.01$: $F=0.31148382$, $g''=-15.84387$, $g'''=-1472.1373$, all in bohr$^{3/2}$. The trapezoid prediction $1472.14\times10^{-8}/720=2.045\times10^{-8}$ compares with the measured $2.044\times10^{-8}$, and the Simpson prediction $-8.18\times10^{-8}$ with $-8.16\times10^{-8}$. For $\alpha=\tfrac14$, $B_3=3/64$ and $B_4=7/3840$, so the prediction is $15.844\times10^{-6}\cdot\frac{3}{384}-1472.14\times10^{-8}\cdot\frac{7}{92160}=1.227\times10^{-7}$, against $1.220\times10^{-7}$ measured.

The grid stops at an inner radius $r_0$. The omitted terms are largest for $l=0$, where $g\approx Nr^3$ and their sum is $Nr_0^3/3$ for $\delta\ll1$. With $\delta=0.005$ and 2001 points, $r_0=9.08\times10^{-5}$ bohr and the tail is $4.6\times10^{-13}$ bohr$^{3/2}$. The largest table error $\epsilon$ on this grid, relative to $F_{\max}$, rises from $1.4\times10^{-9}$ for $l=0$ to $1.2\times10^{-8}$ for $l=3$. For $l=2$ it is $6.8\times10^{-9}$, but $3.5\times10^{-7}$ at $\alpha=\tfrac14$, a third of the allowed error.

The kernel must be accurate at small $z=qr$. The recurrence gives $j_2=(3/z^3-1/z)\sin z-3\cos z/z^2$, where terms of size $3/z^2$ cancel to leave $z^2/15$. With machine precision $\varepsilon$ the relative rounding error is therefore of order $45\varepsilon/z^4$, which is $1.0\times10^{-2}$ at $z=10^{-3}$ in double precision. The largest error at 50 sample points in $10^{-3}\le z\le2\times10^{-3}$ is $1.3\times10^{-2}$, and denser sampling raises it to about $2.5\times10^{-2}$. The series for $s_l$, with term ratio $-z^2/[2k(2l+2k+1)]$, has no such cancellation at small $z$. Using it for $z<4$ and the upward recurrence above is tested to $10^{-13}$ of $s_l(0)$ for $l\le4$ at sample points up to $z=16$.

### (c) Error of the cubic spline

Let $f$ be the tabulated function, $M_k=\max|f^{(k)}|$, $q_k=kh$ and $u=(q-q_k)/h$. A cubic with end values $f_k,f_{k+1}$ and end slopes $m_k,m_{k+1}$ is

$$s=f_k(1-u)^2(1+2u)+f_{k+1}u^2(3-2u)+h\,m_k\,u(1-u)^2-h\,m_{k+1}u^2(1-u).$$

Differentiating twice, $h^2s''=6(f_{k+1}-f_k)-4hm_k-2hm_{k+1}$ at $u=0$ and $h^2s''=6(f_k-f_{k+1})+2hm_k+4hm_{k+1}$ at $u=1$. Continuity of $s''$ at $q_k$ equates the second form on the left interval to the first on the right:

$$m_{k-1}+4m_k+m_{k+1}=3(f_{k+1}-f_{k-1})/h .$$

The two end slopes are first taken to be exact. The error splits as $f-s=(f-H)+(H-s)$, where $H$ is the same cubic with exact slopes $f'_k$.

For the first part fix $q$ and choose $c$ so that $w(t)=f(t)-H(t)-c(t-q_k)^2(t-q_{k+1})^2$ vanishes at $t=q$. Then $w$ has five zeros counted with multiplicity, Rolle's theorem gives $w''''(\xi)=0$, and $c=f''''(\xi)/24$. Thus $f-H=h^4f''''(\xi)u^2(1-u)^2/24$ and $|f-H|\le h^4M_4/384$.

For the second part let $d_k=m_k-f_k'$. Then $d_{k-1}+4d_k+d_{k+1}=-\rho_k$ with $\rho_k=f'_{k-1}+4f'_k+f'_{k+1}-3(f_{k+1}-f_{k-1})/h$. Measured from $q_k$, even powers $t^0,t^2,t^4$ give $\rho=0$ by symmetry, $t$ gives $6-6$ and $t^3$ gives $6h^2-6h^2$, so only Taylor remainders contribute. Stopping after the cubic term, the right half contributes

$$\int_0^h\Big[\frac{(h-t)^2}{2}-\frac{3}{h}\frac{(h-t)^3}{6}\Big]f''''dt=\int_0^h\frac{t(h-t)^2}{2h}f''''dt,$$

bounded by $h^3M_4/24$. The reflection $f(t)\to-f(-t)$ leaves $\rho$ unchanged and gives the same bound for the left half, so $|\rho_k|\le h^3M_4/12$. Stopping after the quartic term, the kernel is $(h-t)^3/6-(h-t)^4/(8h)=(h-t)^3(h+3t)/(24h)$, with integral $(\tfrac14+\tfrac3{20})h^4/24=h^4/60$, so $|\rho_k|\le h^4M_5/30$. At the node where $|d_k|$ reaches its maximum $D$, $4D\le2D+\max|\rho|$, so $D\le\max|\rho|/2$. The same argument with $\rho=0$ shows that the spline is unique. Finally $|s-H|\le hD[u(1-u)^2+u^2(1-u)]=hDu(1-u)\le hD/4$. The two bounds are

$$|f-s|\le\frac{h^4M_4}{384}+\frac{h^4M_4}{96}=\frac{5h^4M_4}{384},\qquad|f-s|\le\frac{h^4M_4}{384}+\frac{h^5M_5}{240}.$$

The constant 5 cannot be lowered if only $M_4$ is known. The function $f=\pm h^4(u^4-2u^3+u)/24$, alternating in sign between intervals, has three continuous derivatives and $f''''=\pm1$. It vanishes at all nodes, so its periodic spline is zero, and its midpoint value is $(\tfrac1{16}-\tfrac14+\tfrac12)h^4/24=5h^4/384$. With exact end slopes instead, the spline slopes solve the homogeneous slope equation and decay geometrically away from the ends, with the factor $\lambda$ found below, so the error in the middle of the table approaches $5h^4/384$ as $K$ grows.

Data errors of size at most $\epsilon$ change the right side of the slope equation by at most $6\epsilon/h$, hence the slopes by at most $3\epsilon/h$, provided the end-slope error is no larger. The two value weights are positive and sum to one, so $s$ changes by at most $\epsilon+\tfrac h4\cdot\tfrac{3\epsilon}{h}=\tfrac74\epsilon$. The gain computed for 17 nodes with fixed end slopes is 1.549.

Strict localization makes sharper statements possible. By the definition of $j_l$, $F$ is a superposition of $e^{iqt}$ with $|t|\le r_c$, and the spline is linear in the data. For one component on an unbounded table, $f_k=e^{ik\theta}$ with $\theta=ht$, the slope equation is solved by $hm_k=i\mu f_k$ with $\mu=3\sin\theta/(2+\cos\theta)$. Use $3/(2+\cos\theta)=(1-\theta^2/6+\theta^4/72)^{-1}=1+\theta^2/6+\theta^4/72+\dots$. Then $\mu=\theta+\theta^5(\tfrac1{120}-\tfrac1{36}+\tfrac1{72})=\theta-\theta^5/180$. In $h^2s''(0)=6(e^{i\theta}-1)-i\mu(4+2e^{i\theta})$ the imaginary part cancels, and the real part is $-6(1-\cos\theta)+2\mu\sin\theta=-6(1-\cos\theta)/(2+\cos\theta)=-\theta^2-\theta^4/12$ to this order. At the midpoint, $s=(f_0+f_1)/2+h(m_0-m_1)/8$ gives

$$\frac{s}{f}=\cos\frac\theta2+\frac{\mu}{4}\sin\frac\theta2=\Big(1-\frac{\theta^2}8+\frac{\theta^4}{384}\Big)+\Big(\frac{\theta^2}8-\frac{\theta^4}{192}\Big)+O(\theta^6)=1-\frac{\theta^4}{384}+O(\theta^6).$$

The next term, obtained symbolically in the program, is $-\theta^6/1536$, a relative correction $\theta^2/4\le(hr_c)^2/4$ for each component. Replacing $(i\theta)^k$ by $h^kd^k/dq^k$ gives, to leading order in $hr_c$,

$$m-f'\approx-\frac{h^4f^{(5)}}{180},\qquad s''-f''\approx-\frac{h^2f''''}{12}\ \text{(nodes)},\qquad f-s\approx\frac{h^4f''''}{384}\ \text{(midpoints)}.$$

The slope error enters $s$ only at order $h^5$, so the leading error in an interval is $h^4f''''u^2(1-u)^2/24$, largest at the midpoint. A disturbance at an end solves the homogeneous slope equation, $d_k\propto\lambda^k$ with $\lambda^2+4\lambda+1=0$, and decays by $\lambda=-(2-\sqrt3)$ per node. The exact slope at $q_{\max}$ is a disturbance of order $h^4$ in the slope. Differentiating the leading error gives $f'-s'\approx h^3f''''\,2u(1-u)(1-2u)/24$, whose modulus is at most $\sqrt3\,h^3M_4/216$. For $l=2$ at the spacing $h=0.1231$ bohr$^{-1}$ found below this is $9.0\times10^{-6}$ bohr$^{5/2}$, or $1.2\times10^{-5}F_{\max}r_c$, so that spacing does not give $10^{-6}$ on this scale in quantities that need $dF/dq$, such as the stress.

### (d) The end at $q=0$

Continue $F=q^lG$ to negative $q$, where it has parity $(-1)^l$, and consider the spline on $[-q_{\max},q_{\max}]$ with exact end slopes. By uniqueness it has the parity of the data. An even spline has $s'(0)=0$, an odd one $s''(0)=0$. Conversely, a half-axis spline with that condition, reflected, has a continuous second derivative and is the two-sided spline. The correct conditions are therefore $s'(0)=0$ for even $l$ and for $G$, and $s''(0)=0$ for odd $l$. With them $q=0$ is an interior node and all of part (c) applies. At $q_{\max}$ the slope comes from the integral for $G'$, with $F'=lq^{l-1}G+q^lG'$.

A natural end, $s''(0)=0$, is wrong for $l=2$. The end equation $2m_0+m_1=3(f_1-f_0)/h-hs''(0)/2$ then lacks the term $-hF''(0)/2$, so $(2+\lambda)d_0=hF''(0)/2$, the slope error is $hF''(0)/(2\sqrt3)$ and the spline error is of order $h^2$. The measured errors are $2.515\times10^{-4}$ for $K=64$ and $6.269\times10^{-5}$ bohr$^{3/2}$ for $K=128$, a ratio of 4.0.

Even with the right condition a spline of $F$ misses the limit $F\to G(0)q^l$ when $l\ge1$. For $l=1$ the miss is only the slope error, a relative $h^4F^{(5)}(0)/(180F'(0))=2.3\times10^{-6}$ at $h=0.125$ bohr$^{-1}$. For $l=2$, $s\to s''(0)q^2/2$, so

$$\frac{F-s}{F}\to1-\frac{s''(0)}{F''(0)}\approx\frac{h^2F''''(0)}{12F''(0)} .$$

The series gives $G''(0)=-G(0)r_c^2/(2L+3)$, so $F''(0)=2G(0)=0.32668$ bohr$^{7/2}$ and $F''''(0)=12G''(0)=-12\cdot0.163339\cdot4/13=-0.60310$ bohr$^{11/2}$. For $h=0.125$ bohr$^{-1}$ the prediction is $-0.015625\cdot0.60310/(12\cdot0.32668)=-2.404\times10^{-3}$ and the spline gives $-2.406\times10^{-3}$.

For $l=3$ the true slope at zero vanishes, but the spline has $s'(0)\approx-h^4F^{(5)}(0)/180$. With $F^{(5)}(0)=-0.62657$ bohr$^{13/2}$ this is $8.50\times10^{-7}$ bohr$^{5/2}$, against $8.54\times10^{-7}$ found. Then $s/F-1\approx s'(0)/(G(0)q^2)$ diverges as $q^{-2}$. At $q=10^{-3}$ bohr$^{-1}$ it is $8.5376\times10^{-7}/(0.039161\times10^{-6})=21.8$, and at $10^{-4}$ bohr$^{-1}$ it is 2180. The absolute error remains tiny, so the criterion of part (e) is unaffected. What is lost is smoothness: the interpolated transform behaves as $qY_{3m}(\hat{\mathbf q})$, whose gradient at $\mathbf q=0$ depends on direction, whereas the true gradient is zero.

Splining $G$ and multiplying by the polynomial $q^lY_{lm}$ keeps the power exact. The midpoint error in $F$ becomes $q^lh^4G''''/384$ at leading order. At the spacings found below, the error of $G$ relative to $G$ in the first interval is $3.0\times10^{-7}$ for $l=2$ and $1.8\times10^{-7}$ for $l=3$.

### (e) The spacing

The fourth derivative can be bounded from $p$ alone. Differentiating the definition, $\partial_q^4j_l(qr)=r^4(2i^l)^{-1}\int x^4e^{iqrx}P_l\,dx$, and the Cauchy–Schwarz inequality bounds the modulus by $\tfrac12r^4\sqrt{2/9}\sqrt{2/(2l+1)}$. Hence

$$M_4\le B_4=\frac{1}{\sqrt{9(2l+1)}}\int_0^{r_c}r^6|p|\,dr .$$

This holds for any localized $p$. A less smooth edge at $r_c$ degrades the quadrature of part (b) but not the order of the spline. For $G$, the cosine integral shows $|s_l''''(z)|\le s_l''''(0)=3/(2l+5)!!$, the value coming from the $k=2$ term of the series. For $p\ge0$ this gives $\max|G''''|=G''''(0)=3\int r^{l+6}p\,dr/(2l+5)!!$, and for a projector with nodes the same expression with $|p|$ is a bound.

For $l=2$: $F_{\max}=0.364855$ bohr$^{3/2}$, $M_4=0.60310$, $B_4=0.78666$, $\max q^2|G''''|=0.30778$ bohr$^{11/2}$, and $M_5=0.81830$ bohr$^{13/2}$. The computed $M_4$ coincides with $|F''''(0)|$. The asymptotic law for a spline of $F$ gives

$$h=\Big(\frac{384\times10^{-6}\cdot0.364855}{0.60310}\Big)^{1/4}=0.1235\ \text{bohr}^{-1},\qquad K=\lceil8/0.1235\rceil=65 .$$

For a spline of $G$, 0.30778 replaces $M_4$, giving $h=0.1461$ bohr$^{-1}$ and $K=55$.

A guarantee subtracts the data term first, leaving $(10^{-6}-\tfrac74\cdot6.76\times10^{-9})\cdot0.364855=3.605\times10^{-7}$ bohr$^{3/2}$. The bound with $M_4$ and $M_5$ reaches this at $h=0.1164$ bohr$^{-1}$, where $h^4M_4/384=2.88\times10^{-7}$ and $h^5M_5/240=0.73\times10^{-7}$, so $K=69$. The bound that needs no derivative of $F$ gives $h=[384\cdot3.605\times10^{-7}/(5\cdot0.78666)]^{1/4}=0.0770$ bohr$^{-1}$ and $K=104$. These are sufficient spacings, not necessary ones, and they rest on values of $F_{\max}$, $M_4$, $M_5$ and $\epsilon$ sampled on fine grids.

The measured $K$ is the first that passes in a search with the quadrature table, started three below the asymptotic value, with the error sampled at 16 points per interval.

| $l$ | $F$, measured | $G$, measured | bound with $M_4,M_5$ | bound with $B_4$ |
|---|---|---|---|---|
| 0 | 48 | 48 | 51 | 82 |
| 1 | 61 | 52 | 65 | 96 |
| 2 | 65 | 55 | 69 | 104 |
| 3 | 63 | 61 | 67 | 111 |

The entries are interval counts $K$, and the two bounds refer to the spline of $F$. In all eight cases the measured $K$ equals the asymptotic one. The $G$ spline for $l=1$ with $K=52$ passes only at the sampled points. Between them the error reaches $1.0003\times10^{-6}F_{\max}$, so the criterion strictly requires $K=53$, where the error is $9.2\times10^{-7}F_{\max}$. For $l=0$ the two splines are the same. For $l\ge1$ the $G$ spline needs fewer intervals here because the computed $\max q^l|G''''|$ lies below $M_4$. This is a property of this model, and the gain shrinks to two intervals at $l=3$. The simplest rigorous bound for the $G$ route, with global maxima, multiplies $G''''(0)$ by $q_{\max}^l$, which for $l=2$ is $64\cdot0.04021=2.57$ in place of 0.308 bohr$^{11/2}$, so its leading term alone makes the guaranteed spacing finer than the asymptotic one by the factor $(2.57/0.308)^{1/4}=1.7$. Most of this loss is avoidable, because the term $h^4|G''''(\xi)|/384$ is local and can be weighted with $q_{k+1}^l$ interval by interval. Only the slope term $h^5\max|G^{(5)}|/240$ then carries $q_{\max}^l$, and for $l=2$ with exact data the guarantee is $K=70$.

For $l=2$ the answer is $h=0.1231$ bohr$^{-1}=0.2326$ Å$^{-1}$ ($K=65$, error $9.9\times10^{-7}F_{\max}$) when $F$ is splined, and $h=0.1455$ bohr$^{-1}=0.2749$ Å$^{-1}$ ($K=55$, error $9.9\times10^{-7}F_{\max}$) when $G$ is splined. Since $F/F_{\max}$ depends on $q$ only through $qr_c$, the transferable numbers at fixed shape and fixed $q_{\max}r_c$ are $hr_c=16/65=0.246$ and $16/55=0.291$, and they scale as the fourth root of the tolerance while $\epsilon$ stays well below it. A projector with more weight near $r_c$ or with radial nodes has a different ratio $M_4/F_{\max}$, which must be computed or bounded by $B_4/F_{\max}$. The program and its output follow.

## Calculated quantities

```
rc = 2.0 bohr, n = 2, tol = 1e-06, qmax = 8.0 1/bohr
qmax^2/2 = 32.0 Ha = 870.8 eV
log grid: delta = 0.005, points = 2001, r0 = 9.0800e-05 bohr
closed-form j2, z in [1e-3,2e-3]: rel err 1.3e-02, 45eps/z^4 at 1e-3 1.0e-02
l=2, q=3.0 1/bohr, delta=0.01: F = 0.31148382, g2 = -15.84387, g3 = -1472.1373 bohr^1.5
  trapezoid: error 2.0436e-08, predicted 2.0446e-08 bohr^1.5
  Simpson: error -8.1569e-08, predicted -8.1785e-08 bohr^1.5
  off-grid alpha=0.25: error 1.2202e-07, predicted 1.2266e-07 bohr^1.5
inner tail N r0^3/3 for l=0 = 4.59e-13 bohr^1.5
square-wave f'''': 384*error/h^4 = 5.000000; noise gain = 1.5490
l=0: N = 1.839508 bohr^-1.5, G(0) = 1.121224 bohr^1.5
  Fmax = 1.121224 bohr^1.5, table error/Fmax = 1.37e-09
  M4 = 0.54362, B4 = 0.90604, max q^l|G4| = 0.54362 bohr^5.5; M5 = 0.61784 bohr^6.5
  spline F: asympt h = 0.1678 (K=48); measured K=48, h = 0.1667 1/bohr, err/Fmax = 9.808e-07
  spline G: asympt h = 0.1678 (K=48); measured K=48, h = 0.1667 1/bohr, err/Fmax = 9.808e-07
  guaranteed: M4,M5 h = 0.1574 (K=51); a priori h = 0.0987 1/bohr (K=82)
  G4(0) = 0.54362 bohr^5.5; G spline, rel err in first interval = 9.82e-07
l=1: N = 1.914620 bohr^-2.5, G(0) = 0.518670 bohr^2.5
  Fmax = 0.511638 bohr^1.5, table error/Fmax = 3.34e-09
  M4 = 0.64307, B4 = 0.78607, max q^l|G4| = 0.34764 bohr^5.5; M5 = 0.87049 bohr^6.5
  spline F: asympt h = 0.1322 (K=61); measured K=61, h = 0.1311 1/bohr, err/Fmax = 9.761e-07
  spline G: asympt h = 0.1542 (K=52); measured K=52, h = 0.1538 1/bohr, err/Fmax = 1.000e-06
  guaranteed: M4,M5 h = 0.1244 (K=65); a priori h = 0.0840 1/bohr (K=96)
  G4(0) = 0.17410 bohr^6.5; G spline, rel err in first interval = 4.98e-07
l=2: N = 1.658110 bohr^-3.5, G(0) = 0.163339 bohr^3.5
  Fmax = 0.364855 bohr^1.5, table error/Fmax = 6.76e-09
  M4 = 0.60310, B4 = 0.78666, max q^l|G4| = 0.30778 bohr^5.5; M5 = 0.81830 bohr^6.5
  spline F: asympt h = 0.1235 (K=65); measured K=65, h = 0.1231 1/bohr, err/Fmax = 9.914e-07
  spline G: asympt h = 0.1461 (K=55); measured K=55, h = 0.1455 1/bohr, err/Fmax = 9.887e-07
  guaranteed: M4,M5 h = 0.1164 (K=69); a priori h = 0.0770 1/bohr (K=104)
  G4(0) = 0.04021 bohr^7.5; G spline, rel err in first interval = 3.04e-07
  rc off grid (alpha=0.25): table error/Fmax = 3.48e-07
l=3: N = 1.291989 bohr^-4.5, G(0) = 0.039161 bohr^4.5
  Fmax = 0.287640 bohr^1.5, table error/Fmax = 1.21e-08
  M4 = 0.39967, B4 = 0.79372, max q^l|G4| = 0.35812 bohr^5.5; M5 = 0.62657 bohr^6.5
  spline F: asympt h = 0.1289 (K=63); measured K=63, h = 0.1270 1/bohr, err/Fmax = 9.478e-07
  spline G: asympt h = 0.1325 (K=61); measured K=61, h = 0.1311 1/bohr, err/Fmax = 9.634e-07
  guaranteed: M4,M5 h = 0.1201 (K=67); a priori h = 0.0722 1/bohr (K=111)
  G4(0) = 0.00737 bohr^8.5; G spline, rel err in first interval = 1.82e-07
K=64, h=0.125 1/bohr, l=2: F2(0) = 0.32668 bohr^3.5, F4(0) = -0.60310 bohr^5.5
  rel err (F-s)/F at q->0: -2.4063e-03, predicted -2.4038e-03
l=3: F5(0) = -0.62657 bohr^6.5, s'(0) = 8.5376e-07, pred 8.4984e-07 bohr^2.5
  s/F - 1 at q=1e-3: 21.798, at q=1e-4 1/bohr: 2180.1
l=2 natural end: error 2.515e-04 (K=64), 6.269e-05 (K=128) bohr^1.5
l=2 result, spline F: h = 0.1231 1/bohr = 0.2326 1/angstrom, h rc = 0.2462
l=2 result, spline G: h = 0.1455 1/bohr = 0.2749 1/angstrom, h rc = 0.2909
```
